# Ham reduction of spin-orbit coupling in the T × e problem: a numerical check

```python
# Result under test: an orbital triplet coupled linearly to an e mode (T x e)
# is three displaced oscillators, and in its ground vibronic triplet every
# off-diagonal orbital operator is reduced by p = exp(-3 E_JT / (2 hbar omega)).
# Symbols (energies in units of hbar omega unless meV is stated):
#   k   linear coupling, E_JT = k^2/2;  q  dimensionless mode coordinates
#   l   effective l=1 orbital operators;  lam  spin-orbit constant, lam l.S
#   X   = 3 E_JT/(hbar omega);  G(X) = sum_{n>=1} X^n/(n n!)
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import expi


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


l = angular_momentum(1.0)
# e-type coupling matrices in the complex |m> basis (not diagonal there)
E_theta = ((3 * l[2] @ l[2] - 2 * np.eye(3)) / 2).real
E_eps = (np.sqrt(3) / 2 * (l[0] @ l[0] - l[1] @ l[1])).real


def oscillator_basis(nmax):
    states = [(a, b) for a in range(nmax + 1) for b in range(nmax + 1 - a)]
    index = {s: i for i, s in enumerate(states)}
    q1 = np.zeros((len(states), len(states)))
    q2 = np.zeros_like(q1)
    for (a, b), i in index.items():
        if (a + 1, b) in index:
            f = index[(a + 1, b)]
            q1[i, f] = q1[f, i] = np.sqrt((a + 1) / 2)
            g = index[(a, b + 1)]
            q2[i, g] = q2[g, i] = np.sqrt((b + 1) / 2)
    h0 = np.diag([a + b + 1.0 for a, b in states])
    return h0, q1, q2


def vibronic_hamiltonian(ejt, nmax):
    h0, q1, q2 = oscillator_basis(nmax)
    k = np.sqrt(2 * ejt)
    return (np.kron(np.eye(3), h0)
            + k * (np.kron(E_theta, q1) + np.kron(E_eps, q2)))


def ham_factor(ejt):
    return np.exp(-1.5 * ejt)


def G(x):
    return expi(x) - np.euler_gamma - np.log(x)


def projected_operators(ejt, nmax):
    """Spectrum, and orbital operators projected on the ground triplet."""
    h = vibronic_hamiltonian(ejt, nmax)
    energies, vectors = eigh(h, subset_by_index=[0, 17])
    ground = vectors[:, :3]
    one = np.eye(h.shape[0] // 3)

    def project(op):
        return ground.T @ np.kron(op, one) @ ground
    t2 = l[0] @ l[1] + l[1] @ l[0]
    return (energies, [project(a) for a in l], project(t2),
            project(E_theta), project(E_eps))


# ---- worked example: model parameters in meV
hw, ejt_mev, lam_mev = 50.0, 60.0, 10.0
ejt, lam = ejt_mev / hw, lam_mev / hw
k, X, p = np.sqrt(2 * ejt), 3 * ejt, ham_factor(ejt)

# ---- spectrum and reduction factors from diagonalization
table = []
for r in (0.5, ejt, 3.0):
    en, lt, t2t, et, ee = projected_operators(r, 24)
    expected = np.repeat([-r + 1, -r + 2, -r + 3], [3, 6, 9])
    assert np.allclose(en, expected, atol=1e-6)
    f = ham_factor(r)
    p_diag = np.linalg.eigvalsh(lt[2])[-1]
    for a in lt:
        assert np.allclose(np.linalg.eigvalsh(a), [-f, 0, f], atol=1e-7)
    commutator = lt[0] @ lt[1] - lt[1] @ lt[0]
    assert np.allclose(commutator, 1j * f * lt[2], atol=1e-7)
    assert np.allclose(np.linalg.eigvalsh(t2t), [-f, 0, f], atol=1e-7)
    assert np.allclose(np.linalg.eigvalsh(et), [-1, 0.5, 0.5], atol=1e-7)
    s3 = np.sqrt(3) / 2
    assert np.allclose(np.linalg.eigvalsh(ee), [-s3, 0, s3], atol=1e-7)
    table.append((r, p_diag, f, np.exp(-3 * r) * G(3 * r), 1 / (3 * r)))
    if r == ejt:
        levels, p_example = en, p_diag


# ---- wells found by minimizing the lowest adiabatic sheet
def sheets(q):
    return (0.5 * np.dot(q, q)
            + np.linalg.eigvalsh(k * (q[0] * E_theta + q[1] * E_eps)))


starts = [(1.0, 0.2), (-0.6, 1.0), (-0.6, -1.0)]
wells = [minimize(lambda q: sheets(q)[0], s, tol=1e-10).x for s in starts]
for w in wells:
    s = sheets(w)
    assert abs(s[0] + ejt) < 1e-8
    assert np.allclose(s[1:] - s[0], 3 * ejt, atol=1e-5)
distances = [np.linalg.norm(wells[i] - wells[j])
             for i, j in ((0, 1), (0, 2), (1, 2))]
assert np.allclose(distances, np.sqrt(3) * k, atol=1e-5)
gap = sheets(wells[0])[1] - sheets(wells[0])[0]

# ---- overlaps of oscillator functions in two wells by quadrature
grid = np.linspace(-10, 10, 401)
qx, qy = np.meshgrid(grid, grid, indexing="ij")
area = (grid[1] - grid[0]) ** 2
u = (wells[1] - wells[0]) / distances[0]


def well_function(w, direction=None):
    dx, dy = qx - w[0], qy - w[1]
    psi = np.exp(-(dx**2 + dy**2) / 2) / np.sqrt(np.pi)
    if direction is not None:
        psi = psi * np.sqrt(2) * (direction[0] * dx + direction[1] * dy)
    return psi


def overlap(direction=None):
    return area * np.sum(well_function(wells[0], direction)
                         * well_function(wells[1], direction))


ov0 = overlap()
ov_along = overlap(u)
ov_across = overlap(np.array([-u[1], u[0]]))
assert abs(ov0 - p) < 1e-5
assert abs(ov_along - p * (1 - X)) < 1e-5
assert abs(ov_across - p) < 1e-5

# ---- spin-orbit coupling included: full diagonalization
h_vib = vibronic_hamiltonian(ejt, 16)
one_vib = np.eye(h_vib.shape[0] // 3)


def lowest_levels(spin, coupling):
    s = angular_momentum(spin)
    dim = int(2 * spin + 1)
    h = np.kron(h_vib, np.eye(dim))
    for a in range(3):
        # each product is real: l_y and S_y are both purely imaginary
        h = h + coupling * np.kron(l[a], np.kron(one_vib, s[a])).real \
            if a != 1 else h + coupling * np.kron(
                (l[1] * 1j).real, np.kron(one_vib, (s[1] * -1j).real))
    return eigh(h, eigvals_only=True, subset_by_index=[0, 3 * dim - 1])


# spin 1/2: quartet minus doublet energy, and its part even in lam
small = 0.01
up, down = lowest_levels(0.5, small), lowest_levels(0.5, -small)
assert np.ptp(up[:2]) < 1e-9 and np.ptp(up[2:]) < 1e-9
even = ((up[5] - up[0]) + (down[0] - down[5])) / 2 / small**2
odd = ((up[5] - up[0]) - (down[0] - down[5])) / 2 / small
even_formula = 0.75 * np.exp(-X) * G(X / 2)
assert abs(odd / (1.5 * p) - 1) < 1e-3      # remainder of order lam^2
assert abs(even / even_formula - 1) < 1e-2  # remainder of order lam^2

full = lowest_levels(0.5, lam)
split_full = (full[5] - full[0]) * hw
split_bare = 1.5 * lam_mev
split_first = split_bare * p
split_second = split_first + even_formula * lam**2 * hw
# third and higher orders in lam are absent from the formula
assert abs(split_second / split_full - 1) < 0.05

# spin 1: effective Hamiltonian through second order against all nine levels
S = angular_momentum(1.0)
weak = 0.004
h1 = sum(np.kron(l[a], S[a]) for a in range(3))
same = sum(np.kron(l[a] @ l[a], S[a] @ S[a]) for a in range(3))
mixed = h1 @ h1 - same
h_eff = (weak * p * h1 - weak**2 * np.exp(-X)
         * (G(X) * same + G(X / 2) * mixed))
eff = np.linalg.eigvalsh(h_eff) + 1 - ejt
exact = lowest_levels(1.0, weak)
scale = weak**2 * np.exp(-X) * G(X)
mismatch = np.max(np.abs(eff - exact)) / scale
assert mismatch < 0.05                      # remainder of order lam^3
D = lam**2 * np.exp(-X) * G(X) * hw
D_limit = lam_mev**2 / (3 * ejt_mev)
r_big = 20.0
big_ratio = np.exp(-3 * r_big) * G(3 * r_big) * 3 * r_big
assert abs(big_ratio - 1) < 0.03            # next term is 1/X

print(f"hbar omega = {hw:.1f} meV")
print(f"E_JT = {ejt_mev:.1f} meV")
print(f"spin-orbit constant lambda = {lam_mev:.1f} meV")
print(f"E_JT/(hbar omega) = {ejt:.3f}")
print(f"coupling k = {k:.4f} (dimensionless)")
print(f"X = 3 E_JT/(hbar omega) = {X:.3f}")
print(f"distance between wells = {distances[0]:.4f} (dimensionless)")
print(f"vertical gap at a well = {gap * hw:.2f} meV")
for first, last in ((0, 3), (3, 9), (9, 18)):
    print(f"vibronic level = {levels[first] * hw:.3f} meV,"
          f" degeneracy {last - first}")
print(f"Ham factor, formula = {p:.6f}")
print(f"Ham factor, diagonalization = {p_example:.6f}")
print(f"well overlap, quadrature = {ov0:.6f}")
print(f"one-quantum overlap along the line = {ov_along:.5f}")
print(f"one-quantum overlap across the line = {ov_across:.5f}")
print(f"reduced constant p*lambda = {p * lam_mev:.4f} meV")
print("Spin 1/2, spin-orbit splitting of the ground level:")
print(f"  bare (no vibronic coupling) = {split_bare:.3f} meV")
print(f"  first order = {split_first:.4f} meV")
print(f"  through second order = {split_second:.4f} meV")
print(f"  full diagonalization = {split_full:.4f} meV")
print(f"  lambda^2 coefficient, diagonalization = {even:.5f} /(hbar omega)")
print(f"  lambda^2 coefficient, formula = {even_formula:.5f} /(hbar omega)")
print("Spin 1:")
print(f"  well anisotropy D = {D:.4f} meV")
print(f"  strong-coupling form lambda^2/(3 E_JT) = {D_limit:.4f} meV")
print(f"  test at lambda/(hbar omega) = {weak:.3f}: largest level error")
print(f"  / second-order scale = {mismatch:.5f}")
print("E_JT/hw | p diag. | p formula | exp(-X)G(X) | 1/X")
for row in table:
    print("  {:.2f} | {:.6f} | {:.6f} | {:.5f} | {:.5f}".format(*row))
print(f"X exp(-X) G(X) at E_JT/hw = {r_big:.0f}: {big_ratio:.4f}")
print("success")
```

It prints:

```
hbar omega = 50.0 meV
E_JT = 60.0 meV
spin-orbit constant lambda = 10.0 meV
E_JT/(hbar omega) = 1.200
coupling k = 1.5492 (dimensionless)
X = 3 E_JT/(hbar omega) = 3.600
distance between wells = 2.6833 (dimensionless)
vertical gap at a well = 180.00 meV
vibronic level = -10.000 meV, degeneracy 3
vibronic level = 40.000 meV, degeneracy 6
vibronic level = 90.000 meV, degeneracy 9
Ham factor, formula = 0.165299
Ham factor, diagonalization = 0.165299
well overlap, quadrature = 0.165299
one-quantum overlap along the line = -0.42978
one-quantum overlap across the line = 0.16530
reduced constant p*lambda = 1.6530 meV
Spin 1/2, spin-orbit splitting of the ground level:
  bare (no vibronic coupling) = 15.000 meV
  first order = 2.4795 meV
  through second order = 2.6059 meV
  full diagonalization = 2.6072 meV
  lambda^2 coefficient, diagonalization = 0.06322 /(hbar omega)
  lambda^2 coefficient, formula = 0.06322 /(hbar omega)
Spin 1:
  well anisotropy D = 0.7130 meV
  strong-coupling form lambda^2/(3 E_JT) = 0.5556 meV
  test at lambda/(hbar omega) = 0.004: largest level error
  / second-order scale = 0.00329
E_JT/hw | p diag. | p formula | exp(-X)G(X) | 1/X
  0.50 | 0.472367 | 0.472367 | 0.51735 | 0.66667
  1.20 | 0.165299 | 0.165299 | 0.35652 | 0.27778
  3.00 | 0.011109 | 0.011109 | 0.12774 | 0.11111
X exp(-X) G(X) at E_JT/hw = 20: 1.0173
success
```
